# Critical radius of a scalar Landau ferroelectric sphere

Take a small ferroelectric sphere of radius $R$ whose polarization has the same value $P$ everywhere and points along one fixed axis. Below the bulk transition, polarizing the interior lowers the energy by $\tfrac12|a|P^2$ per unit volume, to second order in $P$. Suppose the surface resists, at a cost of $gP^2/(2d)$ per unit area. The total is

$$
F_2=\frac{4\pi R^3}{3}\,\frac{P^2}{2}\left(-|a|+\frac{3g}{Rd}\right).
$$

The gain grows as $R^3$ and the cost as $R^2$, so this uniform state pays only if $R>3g/(|a|d)$. A real profile need not be uniform: it can sink near the surface and save surface energy, at the price of a gradient. The true critical radius is therefore at most $3g/(|a|d)$, and finding it means finding the best profile.

Let $P(\mathbf r)$ be the component along the fixed axis, with free energy

$$
F=\int\left[\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2\right]dV+\frac{g}{2d}\oint P^2\,dS .
$$

Here $g>0$ and $b>0$, and until stated otherwise $a<0$ and $d>0$. This is a mean-field model with isotropic gradient energy. It contains no electrostatic energy, so both the surface bound charge and the volume bound charge $-\nabla\cdot\mathbf P$ are taken as fully compensated. The bulk instability wavenumber is

$$
k=\sqrt{|a|/g}.
$$

In an infinite crystal a small wave of wavenumber $q$ has stiffness $a+gq^2$, so waves with $q<k$ are unstable and those with $q>k$ are stable.

A variation $\delta P$ changes $F$ by

$$
\delta F=\int\left[(aP+bP^3)\delta P+g\nabla P\cdot\nabla\delta P\right]dV+\frac gd\oint P\,\delta P\,dS .
$$

Since $\nabla P\cdot\nabla\delta P=\nabla\cdot(\delta P\,\nabla P)-\delta P\,\nabla^2P$, the divergence theorem gives

$$
\delta F=\int(aP+bP^3-g\nabla^2P)\,\delta P\,dV+g\oint\left(\frac{\partial P}{\partial r}+\frac Pd\right)\delta P\,dS .
$$

The variation is free both inside and on the surface, so both brackets vanish at a stationary state:

$$
g\nabla^2P=aP+bP^3,\qquad \left.\frac{\partial P}{\partial r}\right|_{R}=-\frac{P(R)}{d}.
$$

The tangent to the profile at the surface reaches zero a distance $d$ outside, which is why $d$ is called the extrapolation length.

To decide the stability of $P=0$, consider the modes of the quadratic part of $F$, defined by $-g\nabla^2\phi+a\phi=\lambda\phi$ with the same surface condition. The eigenvalue $\lambda$ is the stiffness of the mode. Writing $\lambda=a+gq^2$ turns the equation into $\nabla^2\phi=-q^2\phi$. For a spherical profile put $\phi=u(r)/r$. Then $\nabla^2\phi=u''/r$, so $u''=-q^2u$, and finiteness at the centre requires $u(0)=0$. Normalized to one at the centre,

$$
\phi(r)=\frac{\sin qr}{qr},\qquad
\phi'(r)=\frac{\cos qr}{r}-\frac{\sin qr}{qr^2}.
$$

The surface condition reads

$$
\frac{\cos qR}{R}-\frac{\sin qR}{qR^2}=-\frac{\sin qR}{qRd}.
$$

Multiplication by $qR^2/\sin qR$ gives

$$
qR\cot(qR)=1-\frac Rd .
$$

The division is allowed, because $\sin qR=0$ would force $\cos qR=0$ as well. On $0<x<\pi$ the function $x\cot x$ has derivative $(\tfrac12\sin2x-x)/\sin^2x<0$ and falls from $1$ to $-\infty$. Every $R/d>0$ therefore gives one root $qR$ in this interval, and the corresponding $\phi$ is positive throughout the sphere, surface included.

That positivity shows that no other shape, spherical or not, is softer. Write an arbitrary polarization as $P=\phi v$. Expanding the square,

$$
|\nabla P|^2=\phi^2|\nabla v|^2+2\phi v\,\nabla\phi\cdot\nabla v+v^2|\nabla\phi|^2
=\phi^2|\nabla v|^2+\nabla\phi\cdot\nabla(\phi v^2).
$$

Integrating the last term by parts and using the two equations obeyed by $\phi$,

$$
\int\nabla\phi\cdot\nabla(\phi v^2)\,dV=\oint\phi v^2\frac{\partial\phi}{\partial r}dS-\int\phi v^2\nabla^2\phi\,dV
=-\frac1d\oint P^2dS+q^2\int P^2dV .
$$

The surface term cancels the surface energy in $F$, leaving the quadratic energy

$$
F_2=\frac\lambda2\int P^2dV+\frac g2\int\phi^2|\nabla v|^2dV,\qquad \lambda=a+gq^2 .
$$

The second integral is never negative and vanishes only for constant $v$, that is, for $P\propto\phi$. If $\lambda\ge0$, then $F\ge\tfrac b4\int P^4dV$, so $P=0$ is the global minimum of the full nonlinear energy. If $\lambda<0$, the state $P=A\phi$ with small $A$ has $F<0$. The threshold is $\lambda=0$, or $q=k$:

$$
\boxed{\,kR\cot(kR)=1-\frac Rd,\qquad 0<kR<\pi\,}
$$

It remains to show that this fixes one radius, with the polar state on its large-radius side. Dividing the mode condition by $R$ and rearranging gives

$$
q\,h(qR)=\frac1d,\qquad h(x)=\frac1x-\cot x,\qquad h'(x)=\frac1{\sin^2x}-\frac1{x^2}>0 .
$$

On $(0,\pi)$ the function $h$ rises from $0$ to $\infty$, so $h(kR)=1/(kd)$ has a single root $R_c$ there at fixed $k$ and $d$. If $R$ increased without $q$ decreasing, $qR$ would increase and $q\,h(qR)$ would exceed $1/d$. Hence $q$ falls as $R$ grows, and $\lambda$ falls with it: $P=0$ is stable up to $R_c$ and unstable above.

The boxed equation without its restriction has one further root in each interval $n\pi<kR<(n+1)\pi$, $n\ge1$. There a radial overtone with nodes softens about a state $P=0$ that is already unstable, so these are not critical radii.

When $kd\gg1$ the root is small. From $\cot x=1/x-x/3-\dots$ we have $h(x)\approx x/3$, and

$$
R_c\approx\frac{3}{k^2d}=\frac{3g}{|a|d},
$$

which is the uniform estimate of the opening: a weak surface barely bends the profile. When $kd\ll1$, put $kR=\pi-\epsilon$. Then $\cot(kR)\approx-1/\epsilon$, so to leading order $1/\epsilon\approx1/(kd)$ and

$$
R_c\approx\frac\pi k-d .
$$

The sphere acts as one of radius $R+d$ with vanishing polarization at its edge. Between the limits, $kd=\pi/2$ gives $kR_c=\pi/2$, hence $R_c=d$, since both sides of the condition vanish. Minimizing the quadratic energy numerically over trial profiles, with no surface condition imposed, gives $kR_c=0.029998$ at $kd=100$, against the limit $0.03$, and $3.13156$ at $kd=0.01$, against $3.13159$. For five values of $kd$ from $0.01$ to $100$ these radii agree with the boxed condition to a relative $4.3\times10^{-13}$.

Just above $R_c$ the energy along the soft mode is

$$
F(A)=\frac{\lambda A^2}{2}\int\phi^2dV+\frac{bA^4}{4}\int\phi^4dV,
\qquad
A^2=\frac{-\lambda\int\phi^2dV}{b\int\phi^4dV},
$$

where the second relation follows from $dF/dA=0$ with $A\ne0$. The polarization thus grows continuously from zero. At $R=1.01R_c$ and $kd=1$ this gives a central value of $0.1606$ in units of the bulk polarization $\sqrt{|a|/b}$; minimization of the full energy gives $0.1603$.

The sign of $b$ matters. If $b<0$ and a term $cP^6/6$ with $c>0$ keeps the energy bounded, then at $R_c$, where $\lambda=0$, a small $A\phi$ has energy $-\tfrac{|b|}4A^4\int\phi^4dV+O(A^6)<0$. By continuity the same state still has negative energy slightly below $R_c$. The cotangent condition then marks the stability limit of $P=0$, while the polar state has already become the lower one at a smaller radius. For $kd=1$, $c=b^2/|a|$ and $R=0.97R_c$, minimization gives $F/(4\pi R^3)=-0.0136\,a^2/|b|$, although $P=0$ is still locally stable.

The sign of $d$ matters too. If $d<0$ the surface favours polarization, and for $a<0$ the uniform state lowers the energy at every radius, so there is no critical radius. For $a>0$ the soft mode is $\sinh(\kappa r)/(\kappa r)$, and replacing $q$ by $i\kappa$ in the mode condition, with $\kappa=\sqrt{a/g}$ at threshold, gives

$$
\kappa R\coth(\kappa R)=1+\frac R{|d|},\quad\text{or}\quad
\kappa\left[\coth(\kappa R)-\frac1{\kappa R}\right]=\frac1{|d|}.
$$

The bracket rises from $0$ to $1$ with $\kappa R$, so a threshold exists only if $\kappa|d|>1$, and the spheres below it are the polar ones. If $\kappa|d|\le1$, every sphere is polar.

Return to $d>0$ and let $a=a_0(T-T_0)$, with $g$ and $d$ independent of temperature. Setting $\lambda=0$ at fixed $R$ gives the transition temperature of the sphere,

$$
T_c(R)=T_0-\frac{g\,q(R)^2}{a_0}.
$$

For $R\ll d$ the mode condition gives $q^2\approx3/(Rd)$ and a shift proportional to $1/R$; for $R\gg d$ it gives $q\approx\pi/R$ and a shift proportional to $1/R^2$.

For numbers, consider the regime of lithium tantalate, a uniaxial ferroelectric with an essentially continuous transition, as a scalar model with $b>0$ requires. Rough values are $T_0=890$ K and a Curie constant $C=1.6\times10^5$ K, so $a_0=1/(\varepsilon_0C)=7.06\times10^5$ V m/(C K). The values $g=3\times10^{-10}$ V m³/C, $b=1.6\times10^9$ V m⁵/C³ and $d=3$ nm are round choices; $d$ in particular depends on the surface and is not a measured constant here. This $b$ reproduces a room-temperature polarization near 0.5 C/m², but the quartic model then gives a permittivity of about 136 at 300 K, roughly three times the measured one, so higher-order terms matter in the real crystal. The polarization values below depend on $b$ and are illustrative; $R_c$ and $T_c(R)$ do not depend on it. At $T=840$ K,

$$
|a|=50\,a_0=3.53\times10^7\ \mathrm{V\,m/C},\qquad
k=\sqrt{\frac{3.53\times10^7}{3\times10^{-10}}}\ \mathrm{m^{-1}}=0.343\ \mathrm{nm^{-1}},
$$

so $kd=1.03$, between the two limits. The root is $kR_c=2.015$, which gives

$$
R_c=\frac{2.015}{0.343}\ \mathrm{nm}=5.87\ \mathrm{nm}\quad(111\ \text{bohr}).
$$

Both sides of the condition then equal $-0.958$. The uniform estimate, 8.50 nm, is 45% above this root, and $\pi/k-d=6.16$ nm is 5% above it. The first non-spherical mode, with angular dependence $\cos\theta$, softens only at 10.2 nm.

The transition temperatures for radii of 4, 6, 10 and 20 nm are 808, 841, 866 and 882 K. From 10 to 20 nm the shift falls from 23.5 to 7.7 K, a factor of 3.0, between the 2 and the 4 of the two limiting laws. At 840 K and $R=1.5R_c=8.81$ nm the polarization is 12.7 µC/cm² at the centre and 5.45 µC/cm² at the surface, against 14.9 µC/cm² in the bulk. These are mean-field magnitudes: at this radius the polar state lies only about $7k_BT$ below $P=0$, so its sign reverses thermally.

The assumption that a real particle breaks most severely is the absent depolarizing field. Let a uniformly polarized sphere with background permittivity $\varepsilon_b$ stand in vacuum. The potential is $Er\cos\theta$ inside and $ER^3\cos\theta/r^2$ outside, and continuity of the normal displacement requires $P-\varepsilon_0\varepsilon_bE=2\varepsilon_0E$. The opposing field is thus $E=P/[\varepsilon_0(\varepsilon_b+2)]$, and it adds $1/[\varepsilon_0(\varepsilon_b+2)]$ to $a$. With a rough, isotropic $\varepsilon_b=50$ this is $62|a|$, and the field at the bulk polarization is 3.2 MV/cm. Offsetting it would take cooling by about $62\times50=3100$ K, more than $T_0$ itself, so in this model a bare sphere has no uniformly polarized state at any radius. The value 50 is generous, since a background permittivity excludes the soft mode; $\varepsilon_b=10$ would give $267|a|$. This does not exclude domains: a large enough bare sphere can still polarize in regions of alternating sign, whose fields largely cancel.

A perfect electrode around the sphere removes the surface charge but leaves the volume charge. For $\mathbf P=p(r)\hat{\mathbf z}$ the potential obeys $\varepsilon_0\varepsilon_b\nabla^2\Phi=\nabla\cdot\mathbf P$ with $\Phi(R)=0$. Let $\nabla^2\psi=p$ with $\psi$ spherical; integrating over the sphere gives $\psi'(R)=R\langle p\rangle/3$, where $\langle\cdot\rangle$ is the volume average. Then

$$
\Phi=\frac{1}{\varepsilon_0\varepsilon_b}\left(\frac{\partial\psi}{\partial z}-\frac{\langle p\rangle}{3}z\right)
$$

satisfies both requirements. The angular average of $\partial^2\psi/\partial z^2$ is $\nabla^2\psi/3=p/3$, so the field energy is

$$
\frac12\int\mathbf P\cdot\nabla\Phi\,dV=\frac{V}{6\varepsilon_0\varepsilon_b}\left(\langle p^2\rangle-\langle p\rangle^2\right),
$$

with $V$ the volume. This adds $(1-\langle p\rangle^2/\langle p^2\rangle)/(3\varepsilon_0\varepsilon_b)$ to the stiffness. The bracket is only 0.045 for the critical mode, yet the addition is $0.96|a|$. The profile can change shape in response. The volume charge is $-\partial P/\partial z$, so a profile independent of $z$ carries none: the trial $P\propto1-0.6\rho^2/R^2$, with $\rho$ the distance from the polar axis, has negative quadratic energy above 6.74 nm, which bounds the critical radius from above for any $\varepsilon_b$. For $\varepsilon_b=50$, optimizing over spherical profiles alone gives only 7.2 nm, while optimizing over general axisymmetric profiles gives 6.5 nm; the lower bound is 5.87 nm, because the field energy cannot be negative. The peak volume charge in the sphere of radius $1.5R_c$ is about $10^{20}$ elementary charges per cm³. Mobile carriers at that density would screen it only in part: their Debye length at 840 K is about 1.4 nm, and linear screening still leaves about half of the $0.96|a|$ added to the critical mode.

Two other omissions, each taken alone, shift the result less drastically than the depolarizing field of a bare sphere. A rough surface stress of 1 N/m compresses the critical sphere by 0.34 GPa. With an energy $Q_hpP^2$ at pressure $p$ and a rough $Q_h=0.01$ m⁴/C², this adds $2Q_hp=0.19|a|$ at the original radius and, since the pressure falls as $1/R$, moves $R_c$ to 6.7 nm. Doubling $g$ at fixed $d$ moves it to 9.6 nm, which bounds the effect of an anisotropic gradient energy whose coefficients lie between $g$ and $2g$, with the surface coefficient between $g/d$ and $2g/d$. The radius spans about 12 lattice spacings of roughly 0.5 nm, so the continuum description is usable but not precise.

Thermal motion also blurs the threshold. At $R_c$ the soft mode has only its quartic energy, and equipartition, $\langle A\,\partial F/\partial A\rangle=k_BT$, gives $\langle A^4\rangle=k_BT/(b\int\phi^4dV)$. The resulting central amplitude $\langle A^4\rangle^{1/4}$ is 7.8 µC/cm², about half the bulk polarization. This estimate keeps the soft mode alone; thermal motion of the three $\cos\theta$-type modes already adds about $0.1|a|$ to its stiffness through the quartic term. For single spheres of about this size the change from nonpolar to polar with growing radius is therefore a gradual crossover, not a sharp transition at the mean-field critical radius.

## Calculated quantities

```
largest relative error, condition vs Ritz: 4.3e-13
reduced test kd=1: critical kR = 2.04279
reduced test kd=100: kR = 0.029998, limit 0.03
reduced test kd=0.01: kR = 3.13156, limit 3.13159
central amplitude at 1.01 Rc, kd=1: one-mode 0.1606, full 0.1603 (units of bulk P)
negative quartic, 0.97 Rc: reduced energy = -0.0136
bulk transition T0 = 890 K, temperature T = 840 K
Curie constant = 1.60e+05 K
a0 = 7.059e+05 V m/(C K)
|a| = 3.529e+07 V m/C
g = 3.0e-10 V m^3/C
b = 1.6e+09 V m^5/C^3
extrapolation length d = 3.00 nm
k = 0.3430 1/nm, 1/k = 2.915 nm, kd = 1.0290
bulk polarization at T = 14.85 uC/cm2
critical kR = 2.0146
left side kR cot(kR) = -0.9579
right side 1 - R/d = -0.9579
critical radius Rc = 5.874 nm = 111.0 bohr
critical radius from Ritz energy = 5.874 nm
radius where first l=1 mode softens = 10.159 nm
large-d estimate 3g/(|a|d) = 8.500 nm
small-d estimate pi/k - d = 6.159 nm
R = 4 nm: q = 0.4395 1/nm, transition at 807.9 K
R = 6 nm: q = 0.3381 1/nm, transition at 841.4 K
R = 10 nm: q = 0.2352 1/nm, transition at 866.5 K
R = 20 nm: q = 0.1349 1/nm, transition at 882.3 K
R = 1.5 Rc = 8.810 nm: P centre = 12.68, surface = 5.45 uC/cm2
carriers to cancel peak volume charge there = 1.1e+20 cm^-3
background permittivity (rough) = 50
bare sphere: depolarizing stiffness/|a| = 62
bare sphere: field at bulk P = 3.23 MV/cm
critical mode: variance fraction = 0.0451
perfect electrode: added stiffness/|a| = 0.961
perfect electrode: Rc upper bound, spherical trial = 7.211 nm
surface stress = 1.0 N/m, electrostriction = 0.01 m^4/C^2
surface-stress pressure at Rc = 0.341 GPa
its stiffness/|a| = 0.193
critical radius with this pressure = 6.728 nm
critical radius with g doubled, d fixed = 9.598 nm
thermal central amplitude <A^4>^(1/4) at Rc = 7.79 uC/cm2
thermal amplitude / bulk polarization = 0.525
Rc / lattice spacing (0.5 nm, rough) = 11.7
```
